# Flux-Periodic Subbands of a Thin Cylindrical InAs Shell

## The problem

Electrons in an InAs wire are confined to a cylindrical shell of mean radius \(R=40\) nm and thickness \(d\ll R\). A uniform magnetic field \(B\) points along the wire axis \(z\). Take the electron charge as \(-e\), with \(e>0\), an isotropic effective mass \(m=0.023\,m_e\) (a rough value for InAs), a parabolic band, hard walls at \(\rho=R\pm d/2\), and no coupling of the spin to the field or to the motion.

(a) Find the subband energies to leading order in \(d/R\).

(b) Show that the set of subbands is periodic in the flux \(\Phi=\pi R^2B\), and find the shortest period.

(c) Find the period in tesla, and the angular energies at zero, half and one period.

## Hints

1. Choose a vector potential that respects the rotation symmetry. The angular momentum number \(l\) is then conserved.
2. Remove the first derivative from the radial equation by writing the radial function as \(u/\sqrt{\rho}\).
3. Express \(eBR^2/2\hbar\) through the flux and \(h/e\).
4. Ask what happens to the whole list of energies, not to one member, when the flux grows by \(h/e\). For the shortest period, follow the lowest energy.

## Solution

### (a) The subbands

The vector potential \(\mathbf A=\tfrac12B\rho\,\hat{\boldsymbol\varphi}\) gives the required field, since \(B_z=\rho^{-1}\,d(\rho A_\varphi)/d\rho=B\). For charge \(-e\) the Hamiltonian in the shell is

\[
H=\frac{(\mathbf p+e\mathbf A)^2}{2m}.
\]

It depends on neither \(z\) nor \(\varphi\), so we may write

\[
\psi=e^{ikz}e^{il\varphi}\chi(\rho).
\]

The wave function must return to itself when \(\varphi\) increases by \(2\pi\), hence \(l=0,\pm1,\pm2,\dots\). Acting on this state, the azimuthal kinetic momentum is \(\hbar l/\rho+eB\rho/2\). The axial motion contributes \(\hbar^2k^2/2m\), and the radial equation is

\[
-\frac{\hbar^2}{2m}\left(\chi''+\frac{\chi'}{\rho}\right)
+\frac{\hbar^2}{2m}\left(\frac l\rho+\frac{eB\rho}{2\hbar}\right)^2\chi
=\left(E-\frac{\hbar^2k^2}{2m}\right)\chi .
\]

Put \(\chi=u\rho^{-1/2}\). Then

\[
\chi''=\frac{u''}{\rho^{1/2}}-\frac{u'}{\rho^{3/2}}+\frac{3u}{4\rho^{5/2}},\qquad
\frac{\chi'}{\rho}=\frac{u'}{\rho^{3/2}}-\frac{u}{2\rho^{5/2}} .
\]

The terms in \(u'\) cancel in the sum, which leaves \(\rho^{-1/2}(u''+u/4\rho^2)\). Therefore

\[
-\frac{\hbar^2}{2m}u''+\frac{\hbar^2}{2m}\left[\left(\frac l\rho+\frac{eB\rho}{2\hbar}\right)^2-\frac1{4\rho^2}\right]u
=\left(E-\frac{\hbar^2k^2}{2m}\right)u .
\]

In a thin shell the bracket varies little, and we evaluate it at \(\rho=R\). With \(\Phi_0=h/e\),

\[
\frac{eBR^2}{2\hbar}=\frac{e\,\pi R^2B}{2\pi\hbar}=\frac{\Phi}{\Phi_0},
\]

so the bracket becomes \(R^{-2}[(l+\Phi/\Phi_0)^2-\tfrac14]\). What remains is a particle between hard walls a distance \(d\) apart. Its lowest level gives

\[
E_l(k)=E_\perp+\frac{\hbar^2k^2}{2m}+E_0\left[\left(l+\frac{\Phi}{\Phi_0}\right)^2-\frac14\right],
\]

\[
E_\perp=\frac{\hbar^2\pi^2}{2md^2},\qquad E_0=\frac{\hbar^2}{2mR^2}.
\]

The term \(-E_0/4\) comes from the curvature of the shell and shifts all these subbands equally. The azimuthal kinetic momentum is \(\hbar(l+\Phi/\Phi_0)/R\): the field changes the speed of circulation although \(l\) stays fixed.

The error of setting \(\rho=R\) can be estimated. Let \(x=\rho-R\). The lowest wall state is symmetric, so \(\langle x\rangle=0\) and the term linear in \(x\) gives no first-order shift. At fixed \(l\) and \(\Phi/\Phi_0\), the leading correction is of order \(E_0d^2/R^2\).

### (b) The period in flux

Increase \(\Phi\) by \(\Phi_0\). The energy of a given \(l\) changes, but

\[
E_{l-1}(k;\Phi+\Phi_0)=E_l(k;\Phi),
\]

because \((l-1)+(\Phi/\Phi_0+1)=l+\Phi/\Phi_0\). As \(l\) runs over all integers, so does \(l-1\). The complete set therefore returns to itself, with each energy now carried by a different angular state.

To exclude a shorter period, consider the lowest subband edge. Apart from the common offsets, it is

\[
E_0\min_l\left(l+\frac{\Phi}{\Phi_0}\right)^2=E_0\,\delta^2,
\]

where \(\delta\) is the distance from \(\Phi/\Phi_0\) to the nearest integer. This edge vanishes at zero flux, and otherwise only at nonzero integers. Any period must carry one zero to another, so the shortest positive period is \(\Phi_0\). Halfway between zeros, \(\delta=\tfrac12\), two subbands cross, and the edge reaches its maximum \(E_0/4\).

### (c) The period in field

Setting \(\pi R^2B_p=h/e\) gives

\[
B_p=\frac{h}{e\pi R^2}
=\frac{4.13567\times10^{-15}\ \text{Wb}}{5.0265\times10^{-15}\ \text{m}^2}
=0.823\ \text{T}.
\]

The period is thus about 0.82 T. The mass has dropped out; it enters the energy scale \(E_0=1.04\) meV. The angular energies \(E_0(l+\Phi/\Phi_0)^2\), in meV and rounded only after multiplication, are:

| \(B\) (T) | \(l=1\) | \(l=0\) | \(l=-1\) | \(l=-2\) |
|---|---|---|---|---|
| 0 | 1.04 | 0 | 1.04 | 4.14 |
| 0.411 | 2.33 | 0.26 | 0.26 | 2.33 |
| 0.823 | 4.14 | 1.04 | 0 | 1.04 |

In the last row \(l=-1\) has taken the place of \(l=0\), as the relabelling requires.

### What spin and shape change

The periodicity has a more general origin. On a shell of zero thickness the flux enters through \(-i\partial_\varphi+\Phi/\Phi_0\), and

\[
\left(-i\partial_\varphi+\frac{\Phi}{\Phi_0}+1\right)e^{-i\varphi}\psi
=e^{-i\varphi}\left(-i\partial_\varphi+\frac{\Phi}{\Phi_0}\right)\psi .
\]

The single-valued factor \(e^{-i\varphi}\) removes one flux quantum. It commutes with any potential \(V(\varphi)\) and with spin matrices that depend on \(\varphi\). Rashba coupling, if built from the kinetic momentum, therefore retains the period. At \(k=0\) it adds \(\mp(\alpha/R)(l+\Phi/\Phi_0)\) for the two spins. Completing the square moves their parabolas by \(\pm\alpha/(2RE_0)\) flux quanta, which is \(\pm0.12\) for a rough \(\alpha=10\) meV nm.

The Zeeman energy depends on \(B\) itself and cannot be removed in this way. With \(|g|=15\), a rough value for the band edge, the splitting at one period is 0.71 meV, comparable with \(E_0\). Strong radial confinement lowers \(|g|\); a value of 10 would give 0.48 meV. The full spectrum is then no longer periodic. Without Rashba coupling, however, subbands of equal spin shift together and still cross at the same fields.

### The model beside a real wire

The numbers describe a rough model of an InAs wire whose electrons gather near the surface. There \(R\) is the mean radius of the electron layer, not the outer radius of the wire. An error of 1 nm in \(R\) moves the period to 0.87 T (39 nm) or 0.78 T (41 nm). A wire may also have a hexagonal section. For a thin hexagonal shell the enclosed area sets the period: 0.75 T if 40 nm is the distance from centre to face, and 0.99 T if it is the distance to a corner. The parabolic band is poor for strong radial confinement. With \(d=12\) nm, \(E_\perp=114\) meV, against a rough gap of 420 meV. The two-band dispersion \(E(1+E/E_g)=\hbar^2q^2/2m\), with \(\hbar^2q^2/2m\) the parabolic energy, lowers the radial edge to 93 meV and the zero-field spacing between \(l=0\) and \(l=1\) from 1.04 to 0.72 meV. The period stays, because the energy still depends on flux through \((l+\Phi/\Phi_0)^2\).

## Variation 1: a shell 12 nm thick

**How does finite thickness alter the crossings and the minima?**

Average the angular term over the hard-wall density \((2/d)\cos^2(\pi x/d)\). To first order it becomes

\[
\frac{\hbar^2}{2m}\left[l^2\langle\rho^{-2}\rangle+\frac{leB}{\hbar}
+\left(\frac{eB}{2\hbar}\right)^2\langle\rho^2\rangle\right].
\]

The last term is common to all \(l\). Subbands \(l=-n\) and \(l=-n-1\) cross when \([(n+1)^2-n^2]\langle\rho^{-2}\rangle=eB/\hbar\), or

\[
B=(2n+1)\frac{\hbar\langle\rho^{-2}\rangle}{e}.
\]

The crossings are \(2\hbar\langle\rho^{-2}\rangle/e=0.830\) T apart. A numerical solution of the radial equation with its full \(\rho\) dependence puts the first two at 0.415 and 1.245 T, in agreement.

The 0.9% increase over the thin-shell period follows from \(\langle\rho^{-2}\rangle\simeq R^{-2}(1+3\langle x^2\rangle/R^2)\). Here

\[
\langle x^2\rangle=d^2\left(\frac1{12}-\frac1{2\pi^2}\right)\simeq4.7\ \text{nm}^2,
\]

so \(3\langle x^2\rangle/R^2\simeq0.009\).

For the minimum of subband \(l\), differentiate with respect to \(B\). This gives \(eB/2\hbar=-l/\langle\rho^2\rangle\), and substitution leaves the energy

\[
l^2E_0R^2\left(\langle\rho^{-2}\rangle-\frac1{\langle\rho^2\rangle}\right).
\]

It is 0.012 meV for \(l=-1\) and grows as \(l^2\). The field penetrates the shell, different radii enclose different fluxes, and no single field cancels the circulation at all of them. The spectrum is then only approximately periodic.

## Variation 2: visibility at the Fermi level

**At fixed chemical potential, how strongly does the number of open modes oscillate, and what washes it out?**

Return to the thin-shell angular energies, without spin splitting and with one radial level. Measure \(\mu=19\) meV from the edge at which \(l+\Phi/\Phi_0=0\). In the parabolic band this is a sheet density of about \(1.8\times10^{11}\) cm⁻², a low value for a surface layer; \(10^{12}\) cm⁻² would need \(\mu\) near 100 meV. At zero temperature a mode is open if \(|l+\Phi/\Phi_0|<\lambda\), where \(\lambda=\sqrt{\mu/E_0}=4.28\). Let \(f=\Phi/\Phi_0\). The coefficient of \(\cos2\pi f\) in the number \(N\) of open modes per spin is

\[
2\int_0^1N(f)\cos(2\pi f)\,df
=2\int_{-\lambda}^{\lambda}\cos(2\pi q)\,dq
=\frac2\pi\sin(2\pi\lambda)=0.62 .
\]

The sum over \(l\) has joined the unit intervals into one integral over \(q=l+f\). The chosen \(\mu\) lies near a maximum of the sine. At other \(\mu\) the coefficient lies anywhere between \(-2/\pi\) and \(2/\pi\), and it vanishes when \(2\lambda\) is an integer.

Near \(\mu\) an edge moves by \(2E_0\lambda=2\sqrt{\mu E_0}=8.9\) meV per flux quantum, much faster than near the bottom. Thermal smearing must be compared with this scale. The coefficient is 0.61 at 1.5 K, 0.10 at 20 K, and below \(10^{-4}\) in magnitude at 77 K. These values assume the parabolic band. With the two-band dispersion above, \(d=12\) nm and the same \(\mu\) measured from the edge, the edges move more slowly with flux and the value at 20 K falls to about 0.05. The Zeeman shift of a step at one period is 0.04 flux quanta here, so over the first periods it matters less than at the subband bottom. The shift grows in proportion to the field and is opposite for the two spins, so the spin-averaged coefficient beats: with \(|g|=15\) it passes through zero near six periods, about 5 T.

Now represent disorder by a Lorentzian of half-width \(\Gamma=\hbar/2\tau\) in energy. The clean coefficient is the imaginary part of \((2/\pi)e^{2\pi i\sqrt{\mu/E_0}}\), which is analytic and bounded for \(\operatorname{Im}\mu>0\). Its Lorentzian average is therefore its value at \(\mu+i\Gamma\). For \(\Gamma\ll\mu\),

\[
\operatorname{Im}\sqrt{\frac{\mu+i\Gamma}{E_0}}\simeq\frac{\Gamma}{2\sqrt{\mu E_0}},
\]

and the amplitude is reduced by about \(e^{-\pi\Gamma/\sqrt{\mu E_0}}\). With \(v=\sqrt{2\mu/m}\) and mean free path \(\ell=v\tau\), we have \(\sqrt{\mu E_0}=\hbar v/2R\), so this factor is \(e^{-\pi R/\ell}\).

A rough mobility of \(10^4\) cm²/Vs, with \(\tau\) taken from the mobility, gives \(\Gamma=2.5\) meV and \(\ell=70\) nm, well below the circumference of 251 nm. The broadened mode count has a coefficient of 0.10, one sixth of the clean value. These numbers use the parabolic band; the two-band dispersion above, with the same mobility and the heavier mass at \(\mu\), gives about 0.15. The level width is properly set by the single-particle lifetime, which small-angle scattering can make shorter than the lifetime taken from the mobility. Half the lifetime would leave only about 0.02 in the parabolic band. This estimates the washout; it is not a conductance calculation, since a wire with such a short free path is not ballistic. In this estimate disorder weakens the oscillation of the mode count and leaves its flux period unchanged. That does not carry over to the conductance of a phase-coherent wire with \(\ell\) below the circumference: there a single sample keeps an \(h/e\) term whose size and sign vary from sample to sample, while in the disorder average that term is largely cancelled and an \(h/2e\) term from time-reversed paths can dominate. The numerical output below lists most of the values used; the two-band coefficients, the half-lifetime value and the splitting for \(|g|=10\) are not printed there.

## Computed values

```
Mean shell radius R: 40.0 nm
Shell thickness d: 12.0 nm
Rough InAs mass: 0.023 electron masses
Enclosed area: 5026.5 nm^2
Flux quantum h/e: 4.13567e-15 Wb
Ideal field period: 0.82276 T
Angular energy E0: 1.0353 meV
Maximum lowest-edge rise E0/4: 0.2588 meV
Hard-wall radial energy: 113.54 meV
Gap to second radial level: 340.6 meV
Angular energies E0*(l+flux/flux0)^2, for l = 1, 0, -1, -2:
  B = 0.0000 T: 1.0353  0.0000  1.0353  4.1413 meV
  B = 0.4114 T: 2.3295  0.2588  0.2588  2.3295 meV
  B = 0.8228 T: 4.1413  1.0353  0.0000  1.0353 meV
Numerical period, 1 nm shell: 0.82282 T
First crossing, 12 nm shell: 0.41505 T
Second crossing, 12 nm shell: 1.24516 T
Numerical period, 12 nm shell: 0.83011 T
Averaged-radius period, 12 nm shell: 0.83011 T
Rise of l=-1 minimum, numerical: 0.01228 meV
Rise of l=-1 minimum, formula: 0.01228 meV
Period for R = 39 nm: 0.8655 T
Period for R = 41 nm: 0.7831 T
Hexagon period, inner radius 40 nm: 0.7462 T
Hexagon period, corner radius 40 nm: 0.9949 T
Rough size of g factor: 15.0
Zeeman splitting at one period: 0.7144 meV
Largest level change over a period with Zeeman: 0.3528 meV
Rough Rashba coefficient: 10.0 meV nm
Rashba energy alpha/R: 0.2500 meV
Rashba parabola shift: 0.1207 flux quanta
Corner potential amplitude in ring test: 1.0 meV
Axial wave number in ring test: 0.05 1/nm
Rough band gap: 420.0 meV
Two-band radial edge: 92.96 meV
Two-band l=0 to 1 spacing at B=0: 0.7168 meV
Chemical potential: 19.0 meV
Smooth sheet-density estimate: 1.825e+11 cm^-2
Fermi angular number: 4.2839
Edge shift per flux quantum at Fermi level: 8.8704 meV
Zeeman step shift at one period: 0.0403 flux quanta
Clean zero-temperature harmonic: 0.6224 modes per spin
Clean harmonic at 1.5 K: 6.138e-01 modes per spin
Clean harmonic at 20.0 K: 1.012e-01 modes per spin
Clean harmonic at 77.0 K: -2.630e-05 modes per spin
Rough mobility: 1.0e+04 cm^2/Vs
Scattering half-width: 2.517 meV
Mean free path: 70.5 nm
Circumference: 251.3 nm
Disordered zero-temperature harmonic: 0.1035 modes per spin
Disordered-to-clean harmonic ratio: 0.1664
```
